# Axial potential of a point charge in a uniaxial dielectric

## A medium that polarizes along one direction

Take an unbounded medium whose relative permittivity is $K>1$ along $z$ and 1 in the $xy$ plane. It polarizes along $z$ and in no other direction. Put a point charge $q$ at the origin and ask for the potential at a height $z$ straight above it.

A tempting argument runs as follows. On the $z$ axis the field points along $z$, and the permittivity along $z$ is $K$, so the potential there should be $q/(Kz)$. This can be tested by solving the problem in full.

Hartree atomic units are used for the algebra, so that a charge in vacuum has the potential $q/r$ and Gauss's law reads $\nabla\cdot\mathbf D=4\pi q\,\delta(\mathbf r)$. Here $q$ is the free charge, the medium is linear and static, and the potential vanishes at infinity. With $\mathbf E=-\nabla\phi$, $D_x=E_x$, $D_y=E_y$ and $D_z=KE_z$,

$$
\partial_x^2\phi+\partial_y^2\phi+K\,\partial_z^2\phi=-4\pi q\,\delta(x)\delta(y)\delta(z).
$$

Set $z=\sqrt K\,\zeta$. Then $K\partial_z^2=\partial_\zeta^2$, and the delta function becomes $\delta(z)=\delta(\zeta)/\sqrt K$, since its integral over $z$ must remain 1. Hence

$$
(\partial_x^2+\partial_y^2+\partial_\zeta^2)\phi=-4\pi\frac{q}{\sqrt K}\,\delta(x)\delta(y)\delta(\zeta).
$$

This is the vacuum problem for a charge $q/\sqrt K$. With $\rho^2=x^2+y^2$,

$$
\phi=\frac{q/\sqrt K}{\sqrt{\rho^2+\zeta^2}}
=\frac{q}{\sqrt K\sqrt{\rho^2+z^2/K}}
=\frac{q}{\sqrt{K\rho^2+z^2}} .
$$

On the axis, $\rho=0$ and $\phi=q/|z|$. This is the vacuum value, whatever $K$ may be. The rescaling weakens the charge by $\sqrt K$ and shortens the axial distance by the same factor, and the two cancel. In the plane $z=0$ the potential is $q/(\sqrt K\rho)$: it is reduced there, although the medium does not polarize in that direction.

The bound charge shows how this comes about. Away from the origin its density is $\rho_b=\nabla\cdot\mathbf E/4\pi=-\nabla^2\phi/4\pi$. The field equation gives $(\partial_x^2+\partial_y^2)\phi=-K\partial_z^2\phi$, so

$$
\rho_b=\frac{K-1}{4\pi}\,\partial_z^2\phi .
$$

On the axis $\partial_z^2(q/|z|)=2q/|z|^3$, and $\rho_b$ has the sign of $q$. In the plane $z=0$, $\partial_z^2\phi=-q/(K^{3/2}\rho^3)$, and $\rho_b$ has the opposite sign. The medium thus carries bound charge in its volume, besides a point bound charge at the origin, which is opposite in sign to $q$. (How much is counted as lying at the origin depends on the shape of the small region cut out around it, because the volume density grows as $1/r^3$; the total effect does not depend on this choice.) Since the full potential on the axis is $q/|z|$, the contributions of these two bound charges cancel there. The argument from the direction of the local field leaves the volume charge out.

As $K\to\infty$ the potential at any fixed point off the axis tends to zero, while on the axis it stays at $q/|z|$. The unreduced potential survives in a needle of radius about $|z|/\sqrt K$.

## The general statement and its proof

Let the relative permittivity be $k_\parallel$ for fields in the plane and $k_z$ for fields along the normal, both positive. In an unbounded, homogeneous, linear and static medium, a point charge has the potential

$$
\phi(\rho,z)=\frac{q}{S},\qquad
S=\sqrt{k_\parallel k_z\rho^2+k_\parallel^2z^2}. \tag{1}
$$

Therefore

$$
\phi(0,z)=\frac{q}{k_\parallel|z|},\qquad
\phi(\rho,0)=\frac{q}{\sqrt{k_\parallel k_z}\,\rho}. \tag{2}
$$

At fixed $k_\parallel$, the normal permittivity has no influence on the potential along the normal axis. It does affect the potential in every other direction.

For the proof, start from

$$
k_\parallel(\partial_x^2+\partial_y^2)\phi+k_z\partial_z^2\phi=-4\pi q\,\delta(\mathbf r)
$$

and set $x=\sqrt{k_\parallel}\,\xi$, $y=\sqrt{k_\parallel}\,\eta$, $z=\sqrt{k_z}\,\zeta$. The left side becomes the ordinary Laplacian in $(\xi,\eta,\zeta)$. The volume element is multiplied by $k_\parallel\sqrt{k_z}$, so the delta function is divided by this factor. The solution is that of a charge $q/(k_\parallel\sqrt{k_z})$ in vacuum:

$$
\phi=\frac{q}{k_\parallel\sqrt{k_z}}\,
\frac{1}{\sqrt{\rho^2/k_\parallel+z^2/k_z}} .
$$

Taking the prefactor under the root gives $k_\parallel^2k_z(\rho^2/k_\parallel+z^2/k_z)=k_\parallel k_z\rho^2+k_\parallel^2z^2$, which is (1). There is no second solution: the difference of two would obey Laplace's equation everywhere in the scaled space and vanish at infinity, and such a function is zero by the maximum principle.

## Where the normal permittivity goes

Since $\partial_\rho S=k_\parallel k_z\rho/S$ and $\partial_zS=k_\parallel^2z/S$, the field is

$$
E_\rho=\frac{q\,k_\parallel k_z\rho}{S^3},\qquad
E_z=\frac{q\,k_\parallel^2z}{S^3}.
$$

Multiplying the first by $k_\parallel$ and the second by $k_z$ gives

$$
\mathbf D=\frac{q\,k_\parallel^2k_z}{S^3}\,\mathbf r .
$$

The displacement is radial, but its strength depends on direction. Its total flux must be $4\pi q$. On a sphere of radius $r$, with $c=\cos\theta$, $S^2=r^2(\alpha+\beta c^2)$, where $\alpha=k_\parallel k_z$ and $\alpha+\beta=k_\parallel^2$. Then

$$
\oint\mathbf D\cdot d\mathbf A
=2\pi qk_\parallel^2k_z\int_{-1}^{1}\frac{dc}{(\alpha+\beta c^2)^{3/2}}
=2\pi qk_\parallel^2k_z\left[\frac{c}{\alpha\sqrt{\alpha+\beta c^2}}\right]_{-1}^{1}.
$$

The bracket equals $2/(k_\parallel k_z\,k_\parallel)$, and the flux is $4\pi q$, as required.

On the positive axis $S=k_\parallel z$, so

$$
D_z=\frac{k_z}{k_\parallel}\frac{q}{z^2},\qquad
E_z=\frac{D_z}{k_z}=\frac{q}{k_\parallel z^2}.
$$

It is correct that $E_z$ equals $D_z$ divided by $k_z$. The tempting argument fails by taking $D_z=q/z^2$, as if the flux were spread evenly over all directions. Raising $k_z$ draws flux towards the axis in the same proportion in which it reduces the field per unit flux.

A Fourier integral gives a second view. A plane wave whose direction has cosine $\mu$ to the normal meets the permittivity $k(\mu)=k_\parallel(1-\mu^2)+k_z\mu^2$. With wave number $g$, the potential on the axis is

$$
\phi(0,z)=\int\!\frac{d^3g}{(2\pi)^3}\frac{4\pi q\,e^{ig\mu z}}{g^2k(\mu)}
=\frac q\pi\int_{-1}^{1}\!\frac{d\mu}{k(\mu)}\int_0^\infty\!\!dg\,\cos(g\mu z).
$$

The factor $g^2$ of the volume element has cancelled that of the denominator, and the sine part vanishes because it is odd in $\mu$. The inner integral is $\pi\delta(\mu z)=(\pi/|z|)\,\delta(\mu)$, which picks out $k(0)=k_\parallel$. The waves that build the potential on the normal axis are those that vary in the plane, and their own fields lie in the plane.

If the charge is a Gaussian of standard deviation $s$ along each direction, the integrand gains a factor $e^{-g^2s^2/2}$. The inner integral is then $\sqrt{\pi/2}\,s^{-1}e^{-\mu^2z^2/2s^2}$, a narrow Gaussian in $\mu$ with variance $s^2/z^2$. Expanding $1/k(\mu)=k_\parallel^{-1}[1+(1-k_z/k_\parallel)\mu^2+\dots]$ and averaging gives, for $s\ll|z|$ and $|1-k_z/k_\parallel|\,s^2/z^2\ll1$,

$$
\phi(0,z)\simeq\frac{q}{k_\parallel|z|}\left[1+\left(1-\frac{k_z}{k_\parallel}\right)\frac{s^2}{z^2}\right]. \tag{3}
$$

The normal permittivity returns through the size of the charge. The point-charge law rests on the same two conditions, and the second is the stricter one when $k_z\gg k_\parallel$.

## Why a parallel-plate capacitor measures $k_z$

A wide charged sheet has a field governed by $k_z$. This agrees with (1), because most of the sheet lies off the axis of the observation point. Take a disc of radius $R$ in the plane $z=0$, with uniform charge $\sigma$ per unit area. For $z>0$,

$$
\phi(0,z)=\int_0^R\frac{2\pi\sigma\rho\,d\rho}{\sqrt{k_\parallel k_z\rho^2+k_\parallel^2z^2}}
=\frac{2\pi\sigma}{k_\parallel k_z}\left[\sqrt{k_\parallel k_zR^2+k_\parallel^2z^2}-k_\parallel z\right],
$$

and $E_z=-\partial_z\phi$ gives

$$
E_z=\frac{2\pi\sigma}{k_z}\left[1-\frac{1}{\sqrt{1+(k_z/k_\parallel)R^2/z^2}}\right]. \tag{4}
$$

For a wide disc the bracket tends to 1 and $E_z\to2\pi\sigma/k_z$, the result for a sheet. For a small disc the bracket is $(k_z/k_\parallel)R^2/2z^2$ to leading order. Then $k_z$ cancels and $E_z\to\pi R^2\sigma/(k_\parallel z^2)$, the field of a point charge $\pi R^2\sigma$. The change occurs around $R\sim z\sqrt{k_\parallel/k_z}$.

Define an effective permittivity as the field of the same disc in vacuum divided by (4). For $k_\parallel=7$, $k_z=3.5$ and $z=2$ nm it is 7.0 at $R=0.2$ nm, 5.6 at 2 nm, 3.7 at 20 nm and 3.5 at 200 nm. One material therefore shows either permittivity along the same axis, depending on the lateral extent of the source.

## The same law from isotropic layers

A stack of isotropic layers shows that the law does not depend on assuming a uniaxial continuum. Let the local permittivity be $\kappa(z)$, with period $a$ and mirror symmetry about the plane of the charge. For in-plane wave number $g$, write $u(z)$ for the Fourier amplitude of the potential and $w=\kappa u'$. Both are continuous at the interfaces, and away from the charge

$$
u'=w/\kappa,\qquad w'=\kappa g^2u .
$$

One period maps $(u,w)$ by a matrix with rows $(A,B)$ and $(C,A)$. The diagonal entries are equal by mirror symmetry, and $A^2-BC=1$ because $u_1w_2-u_2w_1$ is constant for any two solutions. The decaying solution has $w=-Yu$ and is multiplied by $e^{-\nu}$ in each period. The two rows give $e^{-\nu}=A-BY$ and $C-AY=-Ye^{-\nu}$. Eliminating $e^{-\nu}$ leaves $C=BY^2$, so $Y=\sqrt{C/B}$. Then $e^{-\nu}=A-\sqrt{BC}$, and $A^2-BC=1$ gives $\sinh\nu=\sqrt{BC}$.

The charge makes $w$ jump by $-4\pi q$. By symmetry $w(0^+)=-2\pi q$, so $u(0)=2\pi q/Y$. Summing over in-plane wave vectors, the axial potential $m$ periods away is

$$
\phi(0,ma)=\int_0^\infty\frac{g\,dg}{2\pi}\,\frac{2\pi q}{Y}e^{-m\nu}
=q\int_0^\infty\frac gY\,e^{-m\nu}\,dg .
$$

When $ga\ll1$, $u$ and $w$ change little within a period. Starting from $(0,1)$, $u$ grows by $B=\int dz/\kappa=a/k_z$. Starting from $(1,0)$, $w$ grows by $C=g^2\int\kappa\,dz=g^2ak_\parallel$. Thus $k_\parallel$ is the arithmetic mean of $\kappa$ and $k_z$ its harmonic mean. It follows that $Y=g\sqrt{k_\parallel k_z}$ and $\nu=ga\sqrt{k_\parallel/k_z}$, so

$$
\phi(0,ma)\to\frac{q}{\sqrt{k_\parallel k_z}}\,\frac{1}{ma\sqrt{k_\parallel/k_z}}=\frac{q}{k_\parallel ma}.
$$

The equations contain $g$ through $g^2$, so the relative corrections to $Y$ and $\nu$ start at order $(ga)^2$. The important $g$ are of order $\sqrt{k_z/k_\parallel}/z$, which is at most $1/z$ because a harmonic mean does not exceed the arithmetic one. For given layers this makes the relative error of order $(a/z)^2$. This holds at whole periods from the charge. At other heights the potential also follows the local layers, and the relative error is in general of order $a/z$.

## A charged defect in hexagonal boron nitride

Hexagonal boron nitride is a layered insulator with different permittivities in and across its planes. Take $k_\parallel=7$ and $k_z=3.5$ as rough typical static values, and a singly charged defect in a thick crystal. In practical units $q$ becomes $e/4\pi\varepsilon_0=1.440$ V nm. At 2 nm along the normal,

$$
\phi=\frac{1.440\ \text{V nm}}{7\times2\ \text{nm}}=0.103\ \text{V}.
$$

Putting $k_z$ in the denominator would give 0.206 V, twice as much. At 2 nm in the plane the divisor is $\sqrt{7\times3.5}=4.95$ and the potential is 0.145 V. The axial field is $1.440/(7\times2^2)=0.0514$ V/nm, or 0.51 MV/cm. The displacement on the axis is half of $q/z^2$, since $k_z/k_\parallel=0.5$; dividing this halved flux density by 3.5 gives the same field.

At 300 K, $kT/e$ is 25.9 mV. The potential energy of an elementary charge falls to $kT$ at 8.0 nm along the normal. The mistaken formula would put this distance at 15.9 nm.

## What the bulk law leaves out

The faces of a film matter most when it is thin. Let the charge lie midway in a film of thickness $d$, with an isotropic medium of permittivity $k_{\rm out}$ on both sides. In the film, a wave $e^{\mp\lambda z}$ with $\lambda=g\sqrt{k_\parallel/k_z}$ has $w=k_zu'=\mp\bar k\,gu$, where $\bar k=\sqrt{k_\parallel k_z}$. Outside the upper face the decaying wave has $w=-k_{\rm out}gu$. If an incident wave of unit amplitude at the face returns with amplitude $\gamma$, continuity of $u$ and $w$ requires

$$
\bar k(1-\gamma)=k_{\rm out}(1+\gamma)
\quad\Rightarrow\quad
\gamma=\frac{\bar k-k_{\rm out}}{\bar k+k_{\rm out}} .
$$

Since $\gamma$ does not depend on $g$, the reflected waves are those of a point image $\gamma q$ at $z=d$. Repeated reflection at both faces puts images $\gamma^nq$ at $\pm nd$, all of them on the axis. For $0<z\le d/2$,

$$
\phi(0,z)=\frac q{k_\parallel}\left[\frac1z+\sum_{n=1}^\infty\gamma^n\left(\frac1{nd-z}+\frac1{nd+z}\right)\right]. \tag{5}
$$

Grounded metal faces correspond to $k_{\rm out}\to\infty$, hence $\gamma=-1$. The axial potential still does not contain $k_z$, although the same film used as a capacitor has a capacitance set by $k_z$. With vacuum outside, $\gamma$ depends on $k_z$ through $\bar k$. For $\bar k>1$ every term of the sum grows with $\gamma$, so at fixed $k_\parallel$, $d$ and $z$ a larger normal permittivity raises the axial potential.

For $z\ll d$ the sum is close to $(2/d)\sum\gamma^n/n=-(2/d)\ln(1-\gamma)$, so the shift falls as $1/d$. With vacuum outside, the shift relative to the bulk value also grows with $\bar k$: at $d=20z$ it is 11 % for $\bar k=4.95$, but 41 % for $\bar k=121$. At $z=2$ nm in a 100 nm film, (5) gives 100.0 mV between metal faces and 107.3 mV between vacuum faces, which is 2.8 % below and 4.4 % above the bulk value. In a 10 nm film the values are 72.8 and 149.0 mV, or 29 % below and 45 % above. In such a film the bulk law gives no more than the rough size.

The other large effect is the lag of the lattice. Static permittivity includes the displacement of ions. If the charge has only just appeared and the ions have not yet moved, the electronic in-plane permittivity applies, roughly 5, and the potential at 2 nm becomes 144 mV, 40 % above the static value. The transverse in-plane phonon of about 0.17 eV has a period of 24 fs. The axial potential follows $1/k_\parallel(\omega)$, so in a model with one oscillator it rings at the longitudinal energy $0.17\sqrt{7/5}=0.20$ eV, with a period of 21 fs, and swings at first between 144 and about 62 mV. The static law needs a charge that has been in place for longer than the damping time of this mode, which is picoseconds if the line is narrower than about 1 meV. The speed of the probe does not matter in linear response: the ions around a fixed charge are already displaced, and a fast carrier passes through the same static potential. It is different if the source itself moves. An electron with the free mass and thermal speed crosses 2 nm in 17 fs, so for the potential of one moving carrier at another the static law is doubtful at this distance.

At this distance the width of the charge matters little, and the graininess of the crystal changes the potential by up to several per cent. A charge of width $s=0.15$ nm raises the potential by 0.28 %, in agreement with (3): $0.5\times(0.15/2)^2=0.0028$. For graininess, take a period of 0.333 nm, about one atomic layer, divided equally between permittivities 11.95 and 2.05, which reproduce the two means. Six periods away the potential differs from the continuum value by $-0.14$ % if the charge lies in the dense layer and by $+0.83$ % if it lies in the soft one. These are values at whole periods from a charge at the centre of a layer, where the error is of order $(a/z)^2$. A quarter period higher or lower the error is of order $a/z$ and the deviation is 2 to 4 %, of either sign. For a charge at an interface it reaches 5 to 7 % half a period higher or lower, as much as or more than the shifts in the 100 nm film. These layers are a model of the crystal and not its measured structure.

The axial field reaches 10 MV/cm, a rough breakdown field, at 0.45 nm. Linear response is not assured at such distances, and the continuum picture is also poor there. At 2 nm the field is about a twentieth of that value. For a chosen density of $10^{16}$ cm$^{-3}$ of other charged defects, the mean distance to the nearest is 26 nm. A single charge at that distance adds up to 11 mV, but this changes by no more than about 0.9 mV over 2 nm along the normal, so it acts mainly as an offset. Closer neighbours and the sum over many charges can raise this change to a few millivolts.

The charge must also stay in place. With a trap depth of 2 eV and a mass of half the free mass, both rough, the amplitude in the barrier decays as $e^{-\kappa_tx}$ with $\kappa_t=\sqrt{2mU}/\hbar=5.1$ nm$^{-1}$, where $U$ is the depth and $m$ the mass. Over the 5 nm from the middle of a 10 nm film to its face, with a rough attempt rate of $10^{13}$ s$^{-1}$, the escape time is $e^{2\kappa_tL}$ divided by this rate, with $L=5$ nm, which is of order $10^9$ s. This is no more than an illustration: with a mass of 0.26 instead of 0.5 the same formula gives about $10^3$ s. It also assumes that the face offers empty states at the energy of the trap. The exponent is proportional to the distance and to the square roots of depth and mass, so a shallow trap or one near a face may empty quickly.

For the potential inside a thick crystal, straight above a fixed charged defect, the permittivity to use is thus the in-plane one, provided that $z$ is large compared with the layer period and the width of the charge (and, if $k_z\gg k_\parallel$, also with that width times $\sqrt{k_z/k_\parallel}$), the faces are far away compared with $z$ (and, for a crystal of high permittivity in vacuum, far enough that $-(2z/d)\ln(1-\gamma)$ is small), mobile carriers are too few to screen the charge, the field is well below breakdown so that the response is linear, and the charge has been in place long enough for the lattice to settle. Most of the values quoted are listed in the numerical output.

## Values computed for the example and the checks

```
in-plane permittivity (rough): 7.0
normal permittivity (rough): 3.5
distance from charge: 2.0 nm
e/(4 pi eps0): 1.4400 V nm
axial potential, correct: 102.9 mV
axial potential, mistaken k_z: 205.7 mV
in-plane potential, same distance: 145.5 mV
sqrt(k_par k_z): 4.950
axial field: 0.514 MV/cm
axial D over isotropic D: 0.500
temperature: 300 K, kT/e: 25.85 mV
axial distance where e phi = kT: 7.96 nm
same, mistaken k_z: 15.91 nm
disc radius 0.2 nm, effective permittivity: 6.974
disc radius 2.0 nm, effective permittivity: 5.586
disc radius 20.0 nm, effective permittivity: 3.665
disc radius 200.0 nm, effective permittivity: 3.515
-- neglected effects --
100 nm film, metal faces: 100.0 mV (-2.8 %)
100 nm film, vacuum faces: 107.3 mV (+4.4 %)
10 nm film, metal faces: 72.8 mV (-29.2 %)
10 nm film, vacuum faces: 149.0 mV (+44.8 %)
layer period in stack model: 0.333 nm
stack permittivities: 11.95 and 2.05
graininess, charge in dense layer: -0.14 %
graininess, charge in soft layer: +0.83 %
charge width 0.15 nm, shift: +0.28 %
electronic in-plane permittivity (rough): 5.0
axial potential, lattice frozen: 144.0 mV
frozen-lattice change: +40 %
in-plane phonon (rough): 0.17 eV, period 24.3 fs
thermal electron (free mass) crosses z in 17.1 fs
breakdown field (rough): 10 MV/cm
axial field reaches it at: 0.45 nm
other charged defects (chosen): 1e+16 cm^-3
mean nearest distance: 25.7 nm
its potential, at most: 11.3 mV
its change over z, about: 0.88 mV
trap depth 2.0 eV, mass 0.5 m_e (rough)
attempt rate (rough): 1e+13 1/s
tunnelling decay constant: 5.12 1/nm
escape time over 5 nm, order of: 2e+09 s
```
